# Porosity and Thickness of Porous Silicon from Dry and Liquid-Filled Fringes

## Problem

A uniform porous silicon film lies on its silicon wafer. Its reflectance at normal incidence is recorded between 1100 and 1700 nm, first with air in the pores and above the film. It is recorded again when a liquid of refractive index $n_l=1.35$ fills every pore and covers the film. The reflectance maxima lie at these wavelengths, in nm:

- dry: 1603.98, 1472.56, 1361.55, 1266.57, 1184.43, 1112.71;
- filled: 1591.09, 1479.28, 1382.50, 1297.95, 1223.47, 1157.37.

The silicon skeleton and the wafer have the permittivity

$$\varepsilon_{\rm Si}(E)=1+\frac{10.7}{1-(E/4.1\ {\rm eV})^2},$$

where $E$ is the photon energy. This is a one-oscillator model with rough parameters. The index of the liquid is taken as constant over the window.

(a) Find the interference order of each maximum and the optical thickness $Q=nL$ at 1300 nm for both fillings. Here $n$ is the film's phase index and $L$ its thickness.

(b) In the isotropic Bruggeman model, derive closed formulas for the porosity $P$ and for $L$. Show that the two optical thicknesses determine them uniquely.

(c) Evaluate $P$ and $L$.

(d) Find how reading errors propagate, and judge which assumptions limit the result.

Assume that filling changes neither the skeleton nor $L$, that absorption and scattering in the film are negligible, and that the pores are much smaller than the wavelength. Assume also that no light returns from the rear face of the wafer.

## Solution

### (a) From maxima to optical thickness

**Position of the maxima.** Let $n_0$ be the index above the film, $n_s$ that of the wafer, and $k=1/\lambda$. With forward waves written as $e^{+2\pi i nkz}$, one passage through the film gives the phase $\delta=2\pi nLk$. The amplitudes reflected at the upper and lower faces are

$$r_1=\frac{n_0-n}{n_0+n},\qquad r_2=\frac{n-n_s}{n+n_s}.$$

Light that enters the film and leaves it again carries the transmission product $1-r_1^2$. Each further round trip multiplies the amplitude by $-r_1r_2e^{2i\delta}$, because reflection at the upper face from inside has the opposite sign. The geometric series gives

$$r=r_1+\frac{(1-r_1^2)r_2e^{2i\delta}}{1+r_1r_2e^{2i\delta}}
=\frac{r_1+r_2e^{2i\delta}}{1+r_1r_2e^{2i\delta}}.$$

With $c=\cos2\delta$, the reflectance is

$$R=\frac{r_1^2+r_2^2+2r_1r_2c}{1+r_1^2r_2^2+2r_1r_2c}.$$

Differentiation at fixed $r_1,r_2$ gives

$$\frac{dR}{dc}=\frac{2r_1r_2(1-r_1^2)(1-r_2^2)}{(1+r_1^2r_2^2+2r_1r_2c)^2}.$$

The film index lies between that of the pore filling and that of silicon, so $n_0<n<n_s$ and both amplitudes are negative. Their product is positive, and $R$ is largest at $c=1$. Hence

$$2nL=m\lambda,\qquad m=1,2,3,\dots$$

The slow change of $r_1$ and $r_2$ with wavelength shifts the maxima slightly; this shift is neglected here.

**Why the spacing alone is not enough.** Write $m(k)=2n(k)Lk$ as a continuous function. Its slope is

$$\frac{dm}{dk}=2L\left(n+k\frac{dn}{dk}\right).$$

The bracket is the group index. Fringe spacing therefore measures the group optical thickness, whereas a mixing rule for permittivities needs the phase index. The orders themselves supply the latter.

A tangent to $m(k)$, extended to $k=0$, has the intercept

$$m-k\frac{dm}{dk}=-2Lk^2\frac{dn}{dk},$$

which is negative when the index rises with photon energy. Number the maxima $j=0,1,\dots$ from the longest wavelength, so that $j=m-m_0$. A least-squares line of $j$ against $k$ then has an intercept near $-m_0$, lowered by dispersion. The intercepts are $-11.33$ for the dry film and $-13.35$ for the filled one. The nearest integers suggest $m_0=11$ and $m_0=13$, with remainders $-0.33$ and $-0.35$.

Rounding always leaves a remainder no larger than one half, so a small remainder does not prove the choice. For a film this thin, the variation of $m\lambda/2=nL$ across the window does. Part (b) shows that, at fixed pore filling, the fractional rise of the film index is positive but smaller than that of silicon. With $hc=1239.84$ eV nm, the given permittivity is 12.09 at 1603.98 nm and 12.55 at 1112.71 nm, so the silicon index rises by 1.9%. For the dry film:

- $m_0=11$: $nL$ rises from 8821.9 to 8901.6 nm, or 0.9%;
- $m_0=12$: it would fall from 9623.9 to 9458.0 nm;
- $m_0=10$: it would rise from 8019.9 to 8345.3 nm, or 4.1%.

Of these, the first is allowed, and orders further away make the disagreement worse. For the filled film, $m_0=13$ gives a rise from 10342.1 to 10416.3 nm, or 0.7%. The choice 14 gives a fall, and 12 gives a rise of 3.0%, so 13 is selected.

One order changes the fractional rise by roughly $\Delta\lambda/(2nL)$, where $\Delta\lambda$ is the span of the maxima. Here that is 2 to 3%, more than the allowed band. The step shrinks as the film thickens. At the same porosity, a 10 μm film still passes a single order, although rounding the intercept then gives one too many. A 20 μm film passes three orders, and this test no longer decides.

**Reading at 1300 nm.** Well below the oscillator energy, the index varies nearly linearly with $E^2$, hence with $k^2$. A least-squares line of $m\lambda/2$ against $k^2$ gives at 1300 nm

$$Q_a=8860.2\ {\rm nm},\qquad Q_l=10383.4\ {\rm nm}.$$

The subscripts mean air and liquid. The neighbouring dry values, 8850.1 nm at 1361.55 nm and 8866.0 nm at 1266.57 nm, bracket the first result. The filled film has a maximum almost at the reference wavelength, with $nL=10383.6$ nm at 1297.95 nm.

### (b) Two readings, two unknowns

**The mixing rule.** Let $s$ be the silicon permittivity at 1300 nm, $f$ that of the pore filling, and $e=n^2$ that of the film. In the Bruggeman model, spherical grains of both materials sit in the effective medium, and their mean polarization relative to it vanishes:

$$P\frac{f-e}{f+2e}+(1-P)\frac{s-e}{s+2e}=0.$$

The two terms must have opposite signs, so $e$ lies between $f$ and $s$ when both materials are present.

Two properties are needed. First, multiplying $f$, $s$ and $e$ by a common factor leaves the condition unchanged, so $e(f,s)$ is homogeneous of degree one. Secondly, for either constituent permittivity $x$,

$$\frac{\partial}{\partial x}\frac{x-e}{x+2e}=\frac{3e}{(x+2e)^2}>0,\qquad
\frac{\partial}{\partial e}\frac{x-e}{x+2e}=-\frac{3x}{(x+2e)^2}<0.$$

If $x$ rises, $e$ must therefore rise to restore the zero. Euler's relation for a homogeneous function gives

$$\frac{\partial\ln e}{\partial\ln f}+\frac{\partial\ln e}{\partial\ln s}=1,$$

with both terms positive for $0<P<1$. Each is thus below one. This is the bound on film dispersion used in part (a).

**Porosity from the film permittivity.** Clear the denominators of the mixing rule:

$$P(e-f)(s+2e)=(1-P)(s-e)(f+2e).$$

Collecting $P$ on the left gives the factor

$$(e-f)(s+2e)+(s-e)(f+2e)=3e(s-f),$$

because the terms $\pm2e^2$ and $\pm sf$ cancel. Therefore

$$P=\frac{(s-e)(f+2e)}{3e(s-f)}.\tag{1}$$

**Eliminating porosity and thickness.** From here $e$ denotes the permittivity of the dry film and $f=n_l^2$ that of the liquid, with $1<f<s$. Since $L$ is common to both readings, the filled film has permittivity $te$, where

$$t=\left(\frac{Q_l}{Q_a}\right)^2.$$

Equation (1) holds for both states with the same $P$:

$$\frac{(s-e)(1+2e)}{3e(s-1)}=\frac{(s-te)(f+2te)}{3te(s-f)}.$$

Multiply by $3te(s-1)(s-f)$ and expand the products:

$$t(s-f)\left[s+(2s-1)e-2e^2\right]
=(s-1)\left[sf+(2s-f)te-2t^2e^2\right].$$

Bring everything to the left. The coefficient of $e^2$ is $2t[t(s-1)-(s-f)]$. That of $e$ is

$$t[(s-f)(2s-1)-(s-1)(2s-f)]=-ts(f-1),$$

and the constant is $ts(s-f)-sf(s-1)$. Division by $t$ leaves

$$2Ae^2-s(f-1)e-sB=0,\tag{2}$$

$$A=t(s-1)-(s-f),\qquad B=\frac{f(s-1)}{t}-(s-f).$$

**Uniqueness.** In the model, $t$ lies between 1 and $f$. The lower limit follows because a larger filling permittivity raises $e$. For the upper one, homogeneity gives

$$e(f,s)=f\,e(1,s/f)\le f\,e(1,s).$$

For $1\le t\le f$, both $A$ and $B$ are at least $(s-1)-(s-f)=f-1>0$. The product of the roots of (2), $-sB/(2A)$, is negative, so there is one positive root:

$$e=\frac{s(f-1)+\sqrt{s^2(f-1)^2+8sAB}}{4A}.\tag{3}$$

The two unknowns follow as

$$L=\frac{Q_a}{\sqrt e},\qquad P=\frac{(s-e)(1+2e)}{3e(s-1)}.\tag{4}$$

It remains to show that this root belongs to a physical porosity. For a filling of permittivity $g$, equation (1) is a quadratic for the film permittivity:

$$2e^2-[2s-g-3P(s-g)]e-sg=0.$$

Its positive root varies continuously with $P$, from $s$ at $P=0$ to $g$ at $P=1$. Taking $g=1$ and $g=f$ shows that $t$ runs continuously from 1 for solid silicon to $f$ for an empty layer. Every intermediate $t$ is thus reached by some $P$ between 0 and 1, and by the single positive root that $P$ is unique. A continuous function that takes no value twice is monotonic, so $t$ rises steadily with porosity.

A measured ratio $Q_l/Q_a$ that lies outside the interval from 1 to $n_l$ by more than its reading error contradicts the model or the order assignment. A ratio inside it does not prove them right. Raising the dry order by one adds about $\lambda/2=650$ nm to $Q_a$ (665 nm with the straight-line fit) and gives a ratio of 1.09, which is still allowed.

These relations contain dimensionless ratios and lengths, so they keep their form in atomic units.

### (c) Numerical result

At 1300 nm the oscillator formula gives $s=12.3121$, and the liquid has $f=1.35^2=1.8225$. The readings give

$$t=\left(\frac{10383.4}{8860.2}\right)^2=1.37338.$$

The coefficients are

$$A=1.37338\times11.3121-10.4896=5.0462,$$

$$B=\frac{1.8225\times11.3121}{1.37338}-10.4896=4.5218.$$

With $s(f-1)=10.127$, equation (3) gives

$$e=\frac{10.127+\sqrt{102.55+2247.5}}{4\times5.0462}=2.9034.$$

The dry film index is 1.7039, and (4) yields

$$L=\frac{8860.2\ {\rm nm}}{1.7039}=5200\ {\rm nm}=5.20\ \mu{\rm m},$$

$$P=\frac{9.4087\times6.8068}{3\times2.9034\times11.3121}=0.650.$$

The filled film has permittivity $te=3.9874$ and index 1.9969.

The wavelengths in this problem are synthetic. They were computed for a film with $P=0.65$ and $L=5200$ nm, using the Bruggeman rule at each wavelength and the full reflectance, including the wavelength dependence of $r_1$ and $r_2$. Each maximum was located by a parabola through three closely spaced points. The inversion returns 5199.9 nm before rounding. For this film, the neglected shift of the maxima and the linear fit in $k^2$ therefore cause no error that matters. This agreement concerns the reading and the algebra; it does not show that a real film obeys the Bruggeman rule.

### (d) Errors and limits

**Error coefficients.** For a general filling, write (1) as

$$P=\frac{sf/e+2s-f-2e}{3(s-f)},\qquad
\frac{dP}{de}=-\frac{sf/e^2+2}{3(s-f)}.$$

Since $\ln n=\tfrac12\ln e$, the fractional fall of index per unit porosity is

$$D=-\frac{d\ln n}{dP}=-\frac{1}{2e\,(dP/de)}=\frac{3(s-f)e}{2(sf+2e^2)}.$$

Each filling has its own $f$ and $e$. From $\ln Q=\ln n+\ln L$,

$$d\ln Q_a=d\ln L-D_a\,dP,\qquad d\ln Q_l=d\ln L-D_l\,dP.$$

Subtraction isolates the porosity, and the first relation then gives the thickness:

$$dP=\frac{d\ln Q_l-d\ln Q_a}{D_a-D_l},\qquad
d\ln L=d\ln Q_a+D_a\,dP.\tag{5}$$

A scale error common to both readings leaves $P$ unchanged and enters $L$ in full proportion. Unequal errors are divided by the difference of the two coefficients. Here $D_a=1.689$, $D_l=1.157$, and the difference is 0.532. Independent standard errors of 0.1% in the two optical thicknesses give

$$\sigma_P=\frac{\sqrt2\times0.001}{0.532}=0.0027.$$

For the thickness, $D_a/(D_a-D_l)=3.17$. The fractional errors of $Q_a$ and $Q_l$ enter with weights $-2.17$ and $3.17$, so the standard error of $L$ is 0.38%.

**Nearly solid and nearly empty films.** Putting $e=s$ for both fillings gives the limit $P\to0$:

$$D_a-D_l\to\frac{9s(f-1)}{2(2s+1)(2s+f)}=0.067.$$

At $P\to1$, the dry film has $e=1$ and the filled one $e=f$, so

$$D_a-D_l\to\frac{9s(f-1)}{2(s+2)(s+2f)}=0.20.$$

With the same liquid and skeleton, both limits are less favourable than the present film. Almost solid silicon is the worse of the two: the same reading error causes about eight times the porosity error found here. Both limiting differences vanish as $f\to1$, because a liquid that hardly differs from air supplies no second equation.

**Group index in place of phase index.** The slopes of the fringe lines give group optical thicknesses of 9081.4 nm dry and 10613.6 nm filled. Inserting them in (3) and (4) changes $P$ by $-0.005$ and $L$ by $+1.6\%$. Dispersion raises both readings by similar fractions, so most of it cancels in the ratio but not in the length.

**Changes in the film or the measurement.** For each case below, the optical thicknesses at 1300 nm were recomputed with $P=0.65$ and $L=5200$ nm held fixed, apart from the stated change. They were then inverted with the original formulas. The numbers are the errors in $P$ and $L$.

- Oxide of index 1.45 replaces silicon in 5% of the film volume: $+0.019$, $-3.3\%$.
- Five percent of the pore volume stays empty after filling: $-0.013$, $-2.1\%$.
- The skeleton index is 3% below the assumed value: $+0.001$, $-1.2\%$.
- Porosity varies linearly from 0.60 to 0.70 through the depth, with the index averaged and internal reflections ignored: $-0.001$, $-0.1\%$.
- Light arrives 10° from the normal in air, through a flat window parallel to the film when wet: $+0.003$, $-0.1\%$.
- The liquid is 5 K warmer, with a rough index change of $-4\times10^{-4}$ per K: $-0.0015$, $-0.25\%$.

Incomplete filling shows the mechanism plainly. It lowers $Q_l$ but not $Q_a$, so (5) gives too small a porosity. The inferred dry index is then too high and the thickness too low. A film whose thickness grows by 0.1% on filling, with its filled index taken as unchanged, acts in the opposite direction: by (5), the errors are $+0.0019$ in $P$ and $+0.32\%$ in the dry thickness.

A lightly doped silicon wafer is nearly transparent over most of this window. Light returning from its rear face adds to the measured reflectance and weakens the fringes. If this light adds without interference and the wafer absorbs nothing, the total reflectance is

$$R_{\rm tot}=R+\frac{(1-R)^2R_b}{1-RR_b},\qquad
\frac{dR_{\rm tot}}{dR}=\left(\frac{1-R_b}{1-RR_b}\right)^2>0,$$

where $R_b<1$ is the reflectance of the rear face. At constant $R_b$ the maxima therefore stay in place. Below about 1180 nm, band-edge absorption in the wafer makes the returning light vary with wavelength. For a wafer about 0.5 mm thick, the shortest-wavelength maxima can then move by 1 to 2 nm. Roughening the rear face reduces the returning specular light. An absorbing layer must have an index near that of silicon, or the boundary with it still reflects.

An absorption coefficient of 10 per cm in the film, a rough allowance, would remove 0.5% of the light in one passage. For pores of diameter $d=10$ nm, the squared phase across one pore, $(2\pi nd/\lambda)^2$, is 0.009 in the filled film. This supports the quasi-static treatment but is not itself an error bound.

**The mixing rule and real films.** Pores etched into silicon can run as columns along the etching direction, which breaks the assumption of isotropic grains. At normal incidence the electric field is then perpendicular to the columns. The corresponding Bruggeman rule for circular cylinders replaces each denominator $x+2e$ by $x+e$. If the film obeys that rule but is analysed with (3) and (4), the errors are $+0.117$ in porosity and $+6.1\%$ in thickness. If it instead obeys the Looyenga rule, in which the cube roots of the permittivities are averaged by volume, they are $-0.033$ and $-2.3\%$.

The cylinder rule treats pores and silicon alike, and at $P=0.65$ it places the silicon below its percolation threshold of one half, as separate rods. If the columnar pores instead run through connected silicon walls, the errors change sign. They are about $-0.13$ and $-10\%$ for a hexagonal array of circular pores, and about $-0.10$ and $-9\%$ for a square array. Columnar shape alone therefore fixes neither the size nor the sign of the error.

All of these exceed the effect of 0.1% reading noise several times over. For a film of unknown pore shape, the quoted $P=0.650$ and $L=5.20\ \mu$m are therefore values conditional on the isotropic Bruggeman model. Sharper fringe readings reduce the random error in (5), but they do not remove this dependence on the model.
